A Zero-Energy Phase of π in Electron-Helium Scattering Is Not an Anion

A model of a helium discharge needs a list of collision processes. Suppose the elastic cross section comes from a static-exchange calculation, and the computed s-wave phase shift tends to π as the electron energy tends to zero. Should the list now include attachment to ground-state helium, with a stable He⁻ as product? Adding it would introduce a loss of free electrons and a new charged species. The decision hangs on what the π counts.

**The belief and its appeal**

The belief is that a zero-energy phase of π proves one bound state of the electron and the atom. For a distinguishable particle in a local, short-range potential this is sound, provided that the phase is followed continuously from zero at infinite energy and no state lies exactly at threshold. The scattering length a also seems to agree. It is positive here, and a shallow bound state gives a positive a with binding energy near 1/(2a²), in Hartree atomic units. Static exchange gives a = 1.482 bohr, so this reading predicts an anion bound by 6.19 eV.

The fault lies in the word "bound". The theorem counts normalisable eigenfunctions of a one-electron operator. An anion requires a nonzero antisymmetric function of three electrons.

**What static exchange solves**

Hartree atomic units are used until the discharge example. Freeze helium in its restricted Hartree-Fock orbital, and let φ(r) be r times its radial part, with ∫φ²dr = 1. The extra electron has radial function u(r), also multiplied by r, and spin up. The three-electron function is the determinant of φ↑, φ↓ and u↑.

For normalised u orthogonal to φ, the added electron contributes its kinetic and nuclear energy, a direct repulsion from each of the two target electrons, and an exchange term with the one of equal spin. Hence

E(anion) − E(atom) = ⟨u|F|u⟩,

F = −½ d²/dr² − 2/r + 2J − K,

J(r) = ∫ φ(r′)²/r_> dr′,

(Ku)(r) = φ(r) ∫ φ(r′)u(r′)/r_> dr′,

where r_> is the larger of r and r′. The direct term has a factor two and the exchange term a factor one.

The Hartree-Fock equation of the atom contains the repulsion from the one other electron:

(−½ d²/dr² − 2/r + J)φ = εφ.

Putting u = φ in the definition of K gives Kφ = Jφ. Therefore (2J − K)φ = Jφ, and

Fφ = εφ.

The occupied orbital is thus a bound eigenfunction of the operator that governs scattering. Its eigenvalue is ε = −0.9180 hartree, or −24.98 eV. But setting u = φ puts two equal columns, φ↑ and φ↑, in the determinant, which vanishes. This eigenfunction describes no anion.

Making the energy stationary within the space orthogonal to φ gives the scattering equation. Because F is Hermitian and Fφ = εφ, it maps that space into itself, so no extra projection term survives:

(F − E)u = 0, E = k²/2.

Orthogonality also follows from the equation. Since φ decays exponentially, boundary terms vanish and

ε⟨φ|u⟩ = ⟨Fφ|u⟩ = ⟨φ|Fu⟩ = E⟨φ|u⟩.

As E ≥ 0 and ε < 0, the overlap must be zero.

**Fixing the branch**

Outside the atom u is proportional to sin(kr + δ). Adding π to δ merely reverses the sign of u, so a phase at one energy has no absolute multiple of π. We take δ(k) continuous in k and require δ(∞) = 0.

At high k the static potential V = −2/r + 2J dominates. To find its effect, compare u″ + k²u = 2Vu with s″ + k²s = 0, where s = sin kr. Multiply the first by s and the second by u, subtract, and integrate from the origin:

[u′s − us′] at large r = 2∫Vus dr.

The left side is k[cos(kr+δ)sin kr − sin(kr+δ)cos kr] = −k sin δ. Replacing u by s at high energy gives the Born result

δ ≈ −(2/k)∫V sin²(kr)dr.

Near the nucleus V ≈ −2/r, so the integral grows as ln k and δ falls slowly, as (ln k)/k. At k = 15 per bohr the Born value is 0.1149π and the full static-exchange value is 0.1166π. The agreement fixes the branch. Followed down from there, the phase is 0.6016π at k = 1, 0.9529π at k = 0.1 and 0.9953π at k = 0.01. The limit is π.

**What the π counts**

Put the system in a large sphere with u(R) = 0. Without interaction the levels are k = nπ/R, n = 1, 2, and so on. Choose a high cut-off K = (M + ½)π/R, which has M free levels below it. In this count K is a wave number, not the exchange operator.

Now switch on the interaction gradually. A level can cross K only if KR + δ(K) becomes a multiple of π, which requires |δ(K)| ≥ π/2. At sufficiently high K the phase stays smaller than this throughout, so M levels remain below K. If a normalisable state is embedded at positive energy, choose K above it.

Count the same levels from the phase. Write δ(0) = mπ; m is an integer because, without a threshold state, the outer zero-energy wave has the form r − a with finite a. Scattering levels obey

kR + δ(k) = nπ.

For large R the left side increases with k, because R exceeds any negative slope of δ. It starts at mπ when k = 0, where sin(kr + mπ) vanishes and supplies no state. The first scattering level therefore has n = m + 1. The last one below K has n = M, since KR + δ(K) lies between Mπ and (M + 1)π. There are M − m scattering levels. The remaining m levels must be normalisable eigenfunctions, so

δ(0) − δ(∞) = π(N_excluded + N_anion).

The first number counts eigenfunctions that antisymmetry removes; the second counts physical bound states of the frozen-target model. The derivation never asked whether the normalisable states have negative energy.

For static-exchange helium the total is one, and φ accounts for it: N_excluded = 1 and N_anion = 0. The spectrum agrees. In a sphere of radius 40 bohr, F has one negative level, the occupied orbital. The lowest level orthogonal to it lies at +0.003326 hartree. That is the energy of a scattering wave in the sphere: with δ ≈ π − ka, the condition kR + δ = 2π gives k = π/(R − a), and

E = π²/[2(40 − 1.482)²] = 0.00333 hartree.

**Moving the excluded level**

If the π came from the negative energy of φ, raising that energy should remove it. Define

F_Λ = F + Λ|φ⟩⟨φ|.

Then F_Λφ = (ε + Λ)φ, whereas F_Λu = Fu for every u orthogonal to φ. The excluded level moves and the scattering waves do not.

Placing it at +3.7123 hartree leaves no negative level in the 40-bohr sphere. The continuous phase changes by at most 2.8×10⁻¹¹ rad over k from 0.01 to 15 per bohr, which is rounding error, and it still tends to π. The energy assigned to the excluded orbital is irrelevant to the collision.

**Exclusion without any force**

A solvable case isolates the cause. Remove the nucleus, the repulsion and the exchange force. Keep just the kinetic energy and the demand that u be orthogonal to a nodeless orbital proportional to r exp(−ζr). Any normalisable u allowed by this demand has energy ½∫(u′)²dr > 0, so no anion can be bound.

Orthogonality enters the wave equation through a multiplier c:

u″ + k²u = c r exp(−ζr).

Try the following form, with t = tan δ:

u = sin kr + t[cos kr − (1 + βr)exp(−ζr)].

It vanishes at the origin and has the required form outside. The sine and cosine satisfy the free equation. For g = (1 + βr)exp(−ζr), differentiation gives

g″ + k²g = [ζ² + k² − 2ζβ + β(ζ² + k²)r]exp(−ζr).

The constant in the bracket must vanish to leave a source proportional to r exp(−ζr), so

β = (ζ² + k²)/(2ζ).

The overlap needs three integrals. The first two are the imaginary and real parts of ∫r exp(−ζr + ikr)dr = 1/(ζ − ik)² = (ζ + ik)²/(ζ² + k²)²:

∫r e^(−ζr) sin kr dr = 2ζk/(ζ² + k²)²,

∫r e^(−ζr) cos kr dr = (ζ² − k²)/(ζ² + k²)².

The third is

∫r(1 + βr)e^(−2ζr)dr = 1/(4ζ²) + β/(4ζ³) = (3ζ² + k²)/(8ζ⁴).

Set the total overlap to zero, write x = k/ζ, and multiply by 8ζ²(1 + x²)²:

16x + t[8(1 − x²) − (3 + x²)(1 + x²)²] = 0.

Since (3 + x²)(1 + x²)² = 3 + 7x² + 5x⁴ + x⁶, this gives

tan δ = −16x/(5 − 15x² − 5x⁴ − x⁶).

At large x, tan δ tends to 16/x⁵, small and positive, so δ starts from zero. The denominator decreases steadily with x and vanishes once, near x = 0.55. As k is lowered, δ therefore rises through π/2 at that point and enters the second quadrant. As x → 0 the tangent returns to zero from below, and

δ → π − 16k/(5ζ), a = 16/(5ζ).

A full π has appeared with no attraction. For ζ = 1.6875 per bohr, a = 3.2/1.6875 = 1.896 bohr. The static-exchange value, 1.482 bohr, is smaller but comparable. The two calculations differ in the orbital as well as in the forces. With the Hartree-Fock orbital in place of the simple exponential, exclusion alone gives a = 2.12 bohr. For the same orbital, then, the forces of the atom reduce a from 2.12 to 1.482 bohr.

**When π does mean binding**

Now keep the static potential V but drop exchange and exclusion. This describes a distinguishable particle with the charge and mass of an electron, moving in the field of the frozen atom. It has one genuine level at −0.582 eV, and its phase at k = 0.01 is 0.983π, on the way to π. Its scattering length is 5.25 bohr, for which 1/(2a²) gives 0.49 eV, a fair estimate of the true binding. Halving V removes the level, and the phase at k = 0.01 drops to 0.003π.

Thus calculations with and without exchange both give π, for different reasons. Without exchange it counts a real level of an unphysical model; with exchange it counts the occupied orbital.

What would a real anion look like within static exchange? Add an artificial attraction −0.3 exp[−(r/4)²] hartree, with r in bohr, acting in the space orthogonal to φ. One physical state is then bound, at −0.441 eV, and the phase at k = 0.01 is 1.971π. Its limit is 2π: one π for the excluded orbital and one for the anion.

**The observable effect is repulsive**

The occupied orbital φ has no node. Orthogonality, ∫φu dr = 0, therefore forces u to change sign. At zero energy the computed node lies at 1.458 bohr, close to the point r = a = 1.482 bohr where the outer line r − a reaches zero. Outward integration of the coupled exchange equations, a separate route from the level spectrum, gives the same a to four decimals.

Near threshold δ ≈ π − ka, so

σ = (4π/k²)sin²δ → 4πa².

The π drops out. What remains is the phase −ka of a hard sphere of radius a. Here a measures how far exclusion, softened by the atomic attraction, pushes the outer wave from the origin. The 6.19 eV "binding energy" has no state behind it: the formula 1/(2a²) presupposes a shallow physical level, which is the point at issue.

**One electronvolt in a helium discharge**

Take a 1 eV electron in helium at 1 Torr and 300 K, rough but representative values for a low-pressure discharge. Its wave number is k = √(2/27.211) = 0.2711 per bohr. Static exchange gives δ₀ = 2.7457 rad for the s wave and δ₁ = 0.0079 rad for the p wave.

Momentum transfer weights scattering by 1 − cos θ. With these two waves the amplitude is

f = (1/k)[e^(iδ₀) sin δ₀ + 3e^(iδ₁) sin δ₁ cos θ].

Integrating |f|²(1 − cos θ) over all angles, where cos²θ averages to 1/3, gives

σ_m = (4π/k²)[sin²δ₀ + 3sin²δ₁ − 2 sin δ₀ sin δ₁ cos(δ₀ − δ₁)]
= (4π/k²)[sin²(δ₀ − δ₁) + 2sin²δ₁].

The last step uses sin²(A − B) = sin²A + sin²B − 2 sin A sin B cos(A − B). The bracket is 0.1545, so σ_m = 26.4 bohr² = 7.40×10⁻¹⁶ cm². The s wave alone gives 7.12×10⁻¹⁶ cm².

The gas density p/(k_B T) is 3.219×10¹⁶ cm⁻³ and the electron speed is 5.931×10⁷ cm/s. The collision frequency is

ν = nσ_m v = (3.219×10¹⁶)(7.40×10⁻¹⁶)(5.931×10⁷) = 1.41×10⁹ s⁻¹.

This is elastic momentum loss at one electron energy; a discharge requires an average over its energy distribution. The lowest computed excitation energy is 19.78 eV, about 0.04 eV below the measured threshold because the basis is finite, so excitation is closed at 1 eV, though not for the fast tail of the distribution.

The main physical omission at low energy is target polarisation. The Hartree-Fock dipole polarisability is α = 1.322 bohr³; correlation raises it to about 1.38 bohr³, which would lower the two scattering lengths quoted next by a further 0.015 bohr or so. Adding −α/(2r⁴), switched off at short range by the factor 1 − exp[−(r/r_c)⁶] with r_c = 1.5 or 2.0 bohr, lowers a to 1.155 or 1.175 bohr. The zero-energy cross section falls from 7.73×10⁻¹⁶ cm² to 4.7–4.9×10⁻¹⁶ cm², a reduction of nearly 40%. At 1 eV, σ_m falls by about 9%, to 6.7–6.8×10⁻¹⁶ cm². Measured momentum-transfer cross sections are roughly 5×10⁻¹⁶ cm² near zero energy and 7×10⁻¹⁶ cm² at 1 eV. Static exchange thus explains the π but is too crude for a thermal-energy cross section. The result depends on the cut-off: radii from 1.0 to 3.0 bohr give reductions from 54% to 34% at zero energy, and from 24% to 6% at 1 eV. The model shows the direction and rough size of the correction, not its precise value.

**How far the refutation reaches**

The phase count concerns a frozen target. Could correlation bind the anion after all? Full configuration interaction, which includes all electron correlation within a finite basis, puts He⁻ above He by 0.746 eV with one added diffuse s function and by 0.071 eV with three. These values belong to the basis rather than to a physical anion: replacing the underlying triple-zeta basis by a double-zeta one raises the first by 0.08 eV and leaves the second at 0.071 eV. In both bases the energy falls towards zero from above as the extra electron is allowed to spread out, as expected if it is leaving. This supports the absence of a stable ground-state anion but does not prove it, because the basis is finite. Helium also has anion states built on excited atoms; the zero-energy phase on the ground state does not describe them.

Two conditions matter when the argument is carried to other targets. First, φ must be the self-consistent orbital. With an approximate one, F no longer maps the orthogonal space into itself, and the projection must be written explicitly. Secondly, the orbital must be closed to the incoming electron. For hydrogen with the two spins in a singlet, both electrons may occupy the same spatial orbital, the two-electron function does not vanish, and that orbital cannot be written off as excluded.

For the discharge model, the π gives no reason to add attachment to ground-state helium. Evidence for an anion within static exchange would be a negative level left after the occupied orbital has been projected out, with a continuous phase tending to 2π. The numerical output below lists the phases, levels and cross sections.

Computed values

```
RHF energy, grid: -2.861680 hartree
RHF energy, aug-cc-pVQZ: -2.861522 hartree
1s eigenvalue of F: -0.91796 hartree = -24.979 eV
negative levels of F: 1
sphere radius R: 40 bohr
lowest level of F on complement of 1s: 0.003326 hartree
negative levels with 1s parked at 3.7123 hartree: 0
largest phase change from parking 1s: 2.8e-11 rad
k=0.01/bohr: delta/pi exchange 0.9953, orthogonality only 0.9940
k=0.10/bohr: delta/pi exchange 0.9529, orthogonality only 0.9397
k=0.50/bohr: delta/pi exchange 0.7753, orthogonality only 0.7086
k=1.00/bohr: delta/pi exchange 0.6016, orthogonality only 0.4690
k=2.00/bohr: delta/pi exchange 0.4071, orthogonality only 0.1858
k=5.00/bohr: delta/pi exchange 0.2315, orthogonality only 0.0127
k=15.00/bohr: delta/pi exchange 0.1166, orthogonality only 0.0001
Born static phase at k=15: 0.1149 pi
scattering length, static exchange: 1.4824 bohr
same by shooting: 1.4824 bohr
node of zero-energy wave: 1.458 bohr
relative overlap with 1s: -9.5e-10
Slater exponent: 1.6875 /bohr
a, orthogonality only: 1.8963 bohr
static only: levels 1, delta(k=0.01)/pi 0.9833
static only: level -0.5821 eV, a 5.250 bohr
half static: levels 0, delta(k=0.01)/pi 0.0026
added well: depth 0.3 hartree, range 4.0 bohr
added well: physical levels 1, at -0.441 eV
added well: delta(k=0.01)/pi 1.9708
false binding energy 1/(2a^2): 6.19 eV
full CI E(He-)-E(He), 1 diffuse s: 0.7462 eV
full CI E(He-)-E(He), 3 diffuse s: 0.0706 eV
full CI lowest excitation: 19.78 eV
zero-energy cross section: 7.733 e-16 cm2
example energy: 1.0 eV, k = 0.2711 /bohr
phases at 1 eV: s 2.7457 rad, p 0.00792 rad
momentum transfer, s only: 7.121 e-16 cm2
momentum transfer, s and p: 7.399 e-16 cm2
gas: 1.0 Torr, 300 K, 3.219e+16 cm-3
electron speed: 5.931e+07 cm/s
collision frequency, s and p: 1.413e+09 s-1
polarisability: grid 1.3222, Gaussian 1.3217 bohr3
polarised, cut-off 1.5 bohr: a 1.155 bohr, 4 pi a^2 4.695 e-16 cm2
  momentum transfer at 1 eV: 6.695 e-16 cm2, change -9.5 %
polarised, cut-off 2.0 bohr: a 1.175 bohr, 4 pi a^2 4.858 e-16 cm2
  momentum transfer at 1 eV: 6.772 e-16 cm2, change -8.5 %
```
